# Rose's Photocurrent Exponent from Demarcation Levels in Exponential Band Tails

## 1. The scaling symmetry that fixes the exponent

A photoconductor is lit uniformly and creates $G$ electron–hole pairs per unit volume and time. The carriers recombine through localized states whose density falls exponentially from the band edge into the gap, as $e^{-(E_c-E)/kT_0}$ on the conduction side. How do the free densities $n$ and $p$ depend on $G$?

Multiply both $n$ and $p$ by a factor $\lambda$. Every capture rate grows by $\lambda$. The thermal emission rate of a trapped electron varies as $e^{-(E_c-E)/kT}$, so it also grows by $\lambda$ if we look at a level higher by $\delta=kT\ln\lambda$. Where hole emission from the level is negligible, its occupancy depends only on ratios of these rates, so the whole occupancy profile moves up by $\delta$ without changing shape. The density of states met by the shifted profile is larger by
$$e^{\delta/kT_0}=\lambda^{T/T_0}.$$
The trapped charge therefore scales as $\lambda^{T/T_0}$. The recombination rate, which is trapped charge times a capture rate, scales as $\lambda^{1+T/T_0}$. In the steady state this rate equals $G$, so
$$n\propto G^{\nu},\qquad \nu=\frac{1}{1+T/T_0}=\frac{T_0}{T+T_0}.\tag{1}$$

The valence side has the same symmetry, with its profile moving down. If its tail has the same $T_0$, both trapped charges scale alike and neutrality survives the change of scale. The symmetry is broken by whatever does not scale in this way: free charge in the neutrality condition, the band edge where the tail ends, emission of the opposite carrier from deep levels, thermal generation, and unequal tail slopes. The theorem below supplies the prefactor and the conditions under which these effects are small.

## 2. Model and theorem

The conduction tail consists of acceptor-like states, neutral when empty and negative when filled. The valence tail consists of donor-like states, positive when empty and neutral when filled. Their densities per unit energy are
$$g(E)=\frac{N_t}{kT_0}e^{-(E_c-E)/kT_0},\qquad g'(E)=\frac{N_t'}{kT_0}e^{-(E-E_v)/kT_0}.$$
A prime marks the valence tail throughout. The electron and hole capture coefficients are $c_n,c_p$ in the conduction tail and $c_n',c_p'$ in the valence tail, all independent of energy. The effective band densities are $N_c$ and $N_v$, and $\alpha\equiv T/T_0$.

**Assumptions.**

- (A1) $T_0>T$, with the same $T_0$ in both tails.
- (A2) Free carriers are nondegenerate, and $np\gg n_i^2$.
- (A3) Trapped charge far exceeds free charge, and there is no other fixed charge.
- (A4) The demarcation levels, defined in Section 4, lie well inside the gap, so many $kT_0$ apart that $(1+c_pp/c_nn)\,e^{-(E_{dn}-E_{dp})/kT_0}$ and its valence-tail counterpart, with $c_n'n/c_p'p$ in place of $c_pp/c_nn$, are small, and far enough from the band edges that the error (9) is small in both tails.
- (A5) Recombination passes through the tails alone. Mobilities $\mu_n,\mu_p$ and field $F$ are constant, and the contacts replace carriers that leave.

**Theorem.** To leading order under (A1)–(A5), the ratio $r=p/n$ is independent of $G$, and
$$G=K\,n^{1+\alpha},\qquad n=(G/K)^{T_0/(T+T_0)},\tag{2}$$
with $K$ given by (12). The photocurrent has the same exponent, which lies between $1/2$ and $1$.

An exponent of 1 is called monomolecular: each carrier meets a fixed number of recombination partners. An exponent of $1/2$ is called bimolecular: the number of partners grows in proportion to the carriers.

## 3. Lemma 1: statistics of one level

**Lemma 1.** In the steady state a level at energy $E$ has occupancy $f$ and net recombination rate $w$ given by
$$f=\frac{c_nn+e_p}{D},\qquad w=\frac{c_nc_p(np-n_i^2)}{D},\qquad D=c_nn+c_pp+e_n+e_p,\tag{3}$$
$$e_n=c_nN_c\,e^{-(E_c-E)/kT},\qquad e_p=c_pN_v\,e^{-(E-E_v)/kT}.\tag{4}$$

*Proof.* An empty level can capture a free electron or emit a hole, which means taking an electron from the valence band. A filled level can emit its electron or capture a hole. Hence
$$\dot f=(c_nn+e_p)(1-f)-(c_pp+e_n)f.$$
Setting $\dot f=0$ gives $f$, and also $1-f=(c_pp+e_n)/D$.

In the dark each process balances its own inverse, so $c_nn_0(1-f_0)=e_nf_0$. With level degeneracy factors set to one, the Fermi function gives $(1-f_0)/f_0=e^{(E-E_F)/kT}$. With $n_0=N_ce^{-(E_c-E_F)/kT}$,
$$e_n=c_nn_0\,e^{(E-E_F)/kT}=c_nN_ce^{-(E_c-E)/kT}.$$
Similarly $c_pp_0f_0=e_p(1-f_0)$ and $p_0=N_ve^{-(E_F-E_v)/kT}$ give $e_p$. The product is $e_ne_p=c_nc_pN_cN_ve^{-(E_c-E_v)/kT}=c_nc_pn_i^2$.

The net electron capture rate is
$$w=c_nn(1-f)-e_nf=\frac{c_nn(c_pp+e_n)-e_n(c_nn+e_p)}{D}.$$
The terms $c_nn\,e_n$ cancel, and the product $e_ne_p$ gives (3). In the steady state $w$ is also the net hole capture rate. $\square$

## 4. Lemma 2: demarcation levels and the tail integral

Let $R=c_nn+c_pp$ be the total capture rate at a conduction-tail level. The electron demarcation level $E_{dn}$ is where $e_n=R$, and the hole demarcation level $E_{dp}$ is where $e_p=R$. From (4),
$$E_c-E_{dn}=kT\ln\frac1x,\qquad x=\frac{R}{c_nN_c},\qquad E_{dp}-E_v=kT\ln\frac{c_pN_v}{R}.\tag{5}$$
An electron trapped well above $E_{dn}$ is usually re-emitted before a hole arrives, so the level acts as a trap. Between the two levels emission is slow compared with total capture, so the level acts as a recombination centre. A captured electron usually waits for a hole once $e_n$ has also fallen below $c_pp$.

The quasi-Fermi level is defined by $E_c-E_{Fn}=kT\ln(N_c/n)$. Subtracting (5) gives
$$E_{dn}-E_{Fn}=kT\ln\frac{R}{c_nn}=kT\ln\left(1+\frac{c_pp}{c_nn}\right).\tag{6}$$
The two levels move together when $p/n$ is constant.

**Lemma 2.** Under (A1), (A2) and (A4), the density of trapped electrons in the conduction tail is
$$N^-=\frac{c_nn}{R}\,S\,N_tx^\alpha,\qquad S=\frac{\pi\alpha}{\sin\pi\alpha},\tag{7}$$
and the tail's recombination rate is $U=c_pp\,N^-$.

*Proof.* Neglect $e_p$. This is wrong only near and below $E_{dp}$, where the tail holds a fraction of order $e^{-(E_{dn}-E_{dp})/kT_0}$ of the states below $E_{dn}$. There hole emission raises the occupancy from $c_nn/R$ towards 1, by $(c_pp/R)\,e_p/(R+e_p)$. The relative error is therefore of order $e^{-(E_{dn}-E_{dp})/kT_0}$ in the recombination rate but $(c_pp/c_nn)\,e^{-(E_{dn}-E_{dp})/kT_0}$ in $N^-$, and (A4) makes both small. Put $u=e_n/R=e^{(E-E_{dn})/kT}$. Then $D=R(1+u)$ and
$$f=\frac{c_nn}{R}\,\frac{1}{1+u}.$$
Since $E=E_{dn}+kT\ln u$, we have $dE=kT\,du/u$. By (5), $e^{-(E_c-E_{dn})/kT_0}=x^{\alpha}$, so $g=(N_t/kT_0)x^\alpha u^\alpha$. Therefore
$$\int g\,\frac{dE}{1+u}=N_tx^\alpha\,\alpha\int_0^{1/x}\frac{u^{\alpha-1}}{1+u}\,du.\tag{8}$$
The upper limit is the band edge. For $\alpha<1$ the integral converges at infinity, and for $x^{1-\alpha}\ll1$ the limit may be moved there.

To evaluate it, set $u=e^v$ and $I=\int_{-\infty}^{\infty}e^{\alpha v}/(1+e^v)\,dv$. Integrate around the rectangle between $\operatorname{Im}v=0$ and $\operatorname{Im}v=2\pi$. The short sides vanish because $0<\alpha<1$, and the upper side gives $-e^{2\pi i\alpha}I$. The enclosed pole at $v=i\pi$ has residue $e^{i\pi\alpha}/e^{i\pi}=-e^{i\pi\alpha}$. Thus
$$(1-e^{2\pi i\alpha})I=-2\pi i\,e^{i\pi\alpha}\quad\Rightarrow\quad I=\frac{2\pi i}{e^{i\pi\alpha}-e^{-i\pi\alpha}}=\frac{\pi}{\sin\pi\alpha}.$$
This proves (7). With $n_i^2$ neglected, (3) gives $w=c_nc_pnp/[R(1+u)]=c_pp\,f$. Integration over the tail gives $U=c_pp\,N^-$. $\square$

**Band-edge error.** The part of the integral beyond $1/x$ is approximately $\alpha\int_{1/x}^\infty u^{\alpha-2}du=\alpha x^{1-\alpha}/(1-\alpha)$. Relative to $S$, the fraction wrongly included is
$$\epsilon=\frac{\sin\pi\alpha}{\pi(1-\alpha)}\,x^{1-\alpha}.\tag{9}$$

**The valence tail.** Exchange electrons with holes and reflect the energy axis. With $R'=c_n'n+c_p'p$ and $x'=R'/(c_p'N_v)$, the trapped holes and recombination rate are
$$N^+=\frac{c_p'p}{R'}\,S\,N_t'x'^{\alpha},\qquad U'=c_n'n\,N^+.\tag{10}$$

## 5. Lemma 3: neutrality locks the carrier ratio

**Lemma 3.** Under (A1)–(A4), neutrality has one positive solution $r=p/n$, independent of $n$.

*Proof.* Full neutrality is $n+N^-=p+N^+$. By (A3) it reduces to $N^-=N^+$. Write $R=na$ and $R'=na'$, with $a=c_n+c_pr$ and $a'=c_n'+c_p'r$. Equations (7) and (10) become
$$N^-=S\,n^\alpha c_nA,\qquad N^+=S\,n^\alpha r\,c_p'A',$$
$$A=\frac{N_t\,a^{\alpha-1}}{(c_nN_c)^\alpha},\qquad A'=\frac{N_t'\,a'^{\,\alpha-1}}{(c_p'N_v)^\alpha}.$$
The common factor $Sn^\alpha$ cancels:
$$c_nA(r)=r\,c_p'A'(r).\tag{11}$$
The left side decreases with $r$, because $a$ increases and $\alpha-1<0$. The logarithmic derivative of the right side is
$$\frac1r-(1-\alpha)\frac{c_p'}{a'}>\frac1r-\frac{1-\alpha}{r}=\frac{\alpha}{r}>0,$$
where $c_p'r<a'$ was used. The right side rises from zero at $r=0$ and grows as $r^\alpha$ at large $r$. The left side starts from a finite positive value. The two curves cross once. $\square$

## 6. Proof of the theorem

In the steady state $G=U+U'$. Lemma 2, equation (10) and $N^+=N^-$ give
$$G=(c_pp+c_n'n)N^-=(c_pr+c_n')\,n\cdot S\,n^\alpha c_nA.$$
Hence $G=Kn^{1+\alpha}$ with
$$K=\frac{\pi\alpha}{\sin\pi\alpha}\,(c_pr+c_n')\,c_nA(r).\tag{12}$$
By Lemma 3, $r$ does not depend on $n$, so $K$ does not depend on $G$. Inverting the power law gives (2).

The current density is $J=e(\mu_nn+\mu_pp)F=e(\mu_n+\mu_pr)F\,n$. When the dark current is negligible, the photocurrent follows $n$ and has exponent $1/(1+\alpha)=T_0/(T+T_0)$. For $0<\alpha<1$ this lies between $1/2$ and $1$. $\square$

**Remark: Rose's counting.** The exponent also follows from a sharp step at $E_{dn}$. The conduction-tail states below it number
$$\int_{-\infty}^{E_{dn}}g\,dE=N_te^{-(E_c-E_{dn})/kT_0}=N_tx^\alpha\propto n^\alpha.$$
More light raises $E_{dn}$ and turns traps into recombination centres. The electron lifetime $\tau=n/G$ falls as $n^{-\alpha}$, so $G=n/\tau\propto n^{1+\alpha}$. The step replaces $S$ by 1. It leaves the exponent intact but makes $K$ too small by the factor $S$, and $n$ too large by $S^{1/(1+\alpha)}$.

## 7. The limits of the exponent

**Shallow slope, $T_0\gg T$.** Here $\alpha\to0$ and $\nu\to1$. Moving the demarcation level hardly changes the number of centres, so the lifetime is nearly constant. The limit is formal in a finite gap, since (A4) requires $kT_0\ll E_{dn}-E_{dp}$.

**Approach to $T_0=T$.** Here $\nu\to1/2$, but $S$ diverges and the band edge can no longer be ignored. By (9), the theorem needs $x^{1-\alpha}\ll1$, which demands ever smaller $x$ as $\alpha\to1$.

**Steep slope, $T_0<T$.** Now $\alpha>1$. If also $x^{\alpha-1}\ll1$, which fails when $T_0$ is too close to $T$, the integral in (8) is dominated by its upper limit:
$$\alpha\int_0^{1/x}\frac{u^{\alpha-1}}{1+u}du\simeq\frac{\alpha}{\alpha-1}x^{1-\alpha}.$$
Equation (8) becomes $N_t\,\alpha x/(\alpha-1)$. Multiplying by $c_nn/R$ and using $x=R/(c_nN_c)$ gives
$$N^-=\beta n,\qquad \beta=\frac{\alpha}{\alpha-1}\frac{N_t}{N_c}.$$
Likewise $N^+=\beta'p$, with $N_t'/N_v$ in place of $N_t/N_c$. Trapped charge is proportional to free charge, so the latter must be kept. Neutrality reads $(1+\beta)n=(1+\beta')p$, which again fixes $r$. The rate is
$$G=c_pp\,N^-+c_n'n\,N^+=(c_p\beta+c_n'\beta')\,r\,n^2.$$
The exponent is $1/2$, not $T_0/(T+T_0)$. Most trapped carriers sit near the band edge in equilibrium with the band, and their number follows $n$.

**The case $T_0=T$.** At $\alpha=1$ the integral in (8) is $\ln(1+1/x)\simeq L$, with $L=\ln(1/x)$. The rate varies roughly as $n^2L$. Since $dL/d\ln n=-1$ at fixed $r$, the local exponent is about $1/(2-1/L)$, slightly above $1/2$. This estimate ignores the slow drift of $r$.

## 8. Unequal tail slopes

Let the conduction and valence tails have different temperatures, with $\alpha=T/T_0$, $\alpha'=T/T_0'$ and $\alpha<\alpha'<1$. The valence tail is then the steeper one. Equations (7) and (10) still hold, each with its own exponent, but $n$ no longer cancels from neutrality.

At low density suppose that holes dominate both capture rates, so $R\simeq c_pp$ and $R'\simeq c_p'p$. Then $N^-\propto n\,p^{\alpha-1}$ and $N^+\propto p^{\alpha'}$. Neutrality gives
$$n\propto p^{1+\alpha'-\alpha},\qquad \frac pn\propto p^{-(\alpha'-\alpha)}.$$
The ratio $p/n$ grows as the density falls, which is consistent with the supposition. The conduction-tail rate is $U=c_ppN^-\propto p^{1+\alpha'}$. The valence-tail rate is $U'\propto n\,p^{\alpha'}\propto p^{1+2\alpha'-\alpha}$, smaller by a factor proportional to $p^{\alpha'-\alpha}$. The low-density limit is formal in a finite gap, since (A4) must still hold and the densities must stay far above their dark values. The factor $c_pp/c_nn$ in (A4) itself grows as the density falls, so (13) describes a window of generation rates and fails below it. In this limit
$$p\propto G^{1/(1+\alpha')},\qquad n\propto G^{(1+\alpha'-\alpha)/(1+\alpha')}.\tag{13}$$
The majority carriers keep Rose's form, with the temperature of the tail that stores their charge. The minority carriers do not. The total photocurrent is a sum of two different powers.

## 9. Worked example

Take round model parameters: gap 2 eV, $T=300$ K, $T_0=600$ K and $N_c=N_v=2\times10^{25}$ m$^{-3}$. The tails contain $N_t=1\times10^{25}$ and $N_t'=3\times10^{25}$ m$^{-3}$. The capture coefficients, in $10^{-15}$ m$^3$/s, are $c_n=1$, $c_p=4$, $c_n'=6$ and $c_p'=2$. Then $\alpha=1/2$, $S=\pi/2$ and $\nu=2/3$.

**Closed form.** Equation (11) gives $r=0.3848$, and (12) gives $K=1.662\times10^{-2}$ m$^{3/2}$ s$^{-1}$. For $G=10^{24}$ m$^{-3}$ s$^{-1}$,
$$n=\left(\frac{10^{24}}{1.662\times10^{-2}}\right)^{2/3}\simeq1.536\times10^{17}\ \text{m}^{-3}.$$
The lifetime $n/G$ is $1.54\times10^{-7}$ s. With $\mu_n=10^{-4}$ and $\mu_p=2\times10^{-5}$ m$^2$/(V s) and $F=10^5$ V/m, the photocurrent density is
$$e(\mu_n+0.385\,\mu_p)F\,n\simeq0.265\ \text{A/m}^2.$$
The dark current density, $1.6\times10^{-9}$ A/m$^2$, is negligible.

**Levels.** The capture rate is
$$R=(1+4\times0.385)\times10^{-15}\times1.536\times10^{17}\simeq390\ \text{s}^{-1},$$
so $x=390/(2\times10^{10})=1.95\times10^{-8}$. Equation (5) puts $E_{dn}$ at 0.459 eV below $E_c$. The quasi-Fermi level is 0.483 eV below $E_c$, and the difference of 0.024 eV is $kT\ln2.54$, as (6) requires. The hole demarcation level of this tail is 0.495 eV above $E_v$. The separation $2-0.459-0.495=1.046$ eV is about $20\,kT_0$, so the levels are well separated, as (A4) requires.

**Charge and recombination.** The conduction tail has $1.40\times10^{21}$ states per m$^3$ below $E_{dn}$ and holds $8.64\times10^{20}$ electrons per m$^3$. Free electrons amount to about $2\times10^{-4}$ of the trapped ones, which supports (A3). The rate can be checked directly:
$$(c_pp+c_n'n)N^-\simeq(236+921)\times8.64\times10^{20}\simeq1.0\times10^{24}\ \text{m}^{-3}\,\text{s}^{-1}.$$

**Sharp step or smooth crossover.** Sharp-step counting gives $n=2.08\times10^{17}$ m$^{-3}$. This exceeds the closed form by the factor $(\pi/2)^{2/3}\simeq1.35$, an error of 35% relative to the closed form. For $\alpha=1/2$, the substitution $u=s^2$ turns the integral of $u^{-1/2}/(1+u)$ into $2\arctan s$. Its value is $\pi/2$ up to $u=1$ and $\pi$ in total. Half of the conduction-tail recombination therefore passes through states above $E_{dn}$. The interval within $4kT$ of $E_{dn}$ carries
$$\frac2\pi\left(\arctan e^2-\arctan e^{-2}\right)\simeq0.83$$
of it. The demarcation level is thus not a wall between active and inactive states. That it lies at their centre is special to $\alpha=1/2$. The rate per unit energy varies as $u^\alpha/(1+u)$, which peaks where $\alpha(1+u)=u$, that is at $E_{dn}+kT\ln[\alpha/(1-\alpha)]$, and is symmetric about $E_{dn}$ only for $\alpha=1/2$.

**Full solution.** The numerical output compares these results with a solution that retains all emission terms, free charge and the finite gap. Between $G=10^{22}$ and $10^{26}$ m$^{-3}$ s$^{-1}$, $n$ rises from $7.13\times10^{15}$ to $3.31\times10^{18}$ m$^{-3}$. This is a factor of 464, equal to $(10^4)^{2/3}$ at this precision. The ratio $p/n$ stays at 0.385, and the photocurrent exponent is 0.667. At the highest rate the full solution gives $n=3.3085\times10^{18}$ m$^{-3}$ against $3.3084\times10^{18}$ from the closed form, and $p/n=0.3850$ against $0.3848$. Two neglected terms are of comparable size: the free charge, $2\times10^{-4}$ of the trapped charge, and the band-edge fraction (9), $9\times10^{-5}$, both at the middle generation rate. The output does not separate their effects.

**Other slopes.** At $n=10^{17}$ m$^{-3}$, tails with $T_0=450$, 900 and 1500 K give local exponents 0.600, 0.750 and 0.833, in agreement with the theorem. For $T_0=200$ K the full solution gives 0.500, where the formula would give 0.400. This is the band-edge regime of Section 7. For $T_0=300$ K it gives 0.513. The estimate $1/(2-1/L)$ with $L\simeq18$ gives 0.514.

With $T_0=900$ K in the conduction tail and 450 K in the valence tail, $p/n$ falls from 60 to 10 over the same four decades of $G$. The mean exponents are 0.597 for $p$ and 0.790 for $n$, close to the limits $3/5$ and $4/5$ from (13). The limit is not fully reached: at the upper end $c_n'n/(c_p'p)\simeq3/10$, so electron capture in the valence tail is not yet negligible. When (7) and (10) hold and trapped charge dominates neutrality, a constant $p/n$ would make the two trapped charges vary as $n^{\alpha}$ and $n^{\alpha'}$. In that regime, with both tail temperatures above $T$, a single exponent for both carriers therefore requires equal tail slopes. Two tails that both lie in the steep regime of Section 7 give $1/2$ for both carriers whether or not their slopes are equal.

## Table of computed values

```
Gap 2.00 eV, T 300 K, T0 600 K
kT 0.02585 eV, kT0 0.05170 eV, alpha 0.500
Band densities NC = NV = 2.0e+25 m^-3
Tail totals: conduction 1.0e+25, valence 3.0e+25 m^-3
Conduction tail cn 1.0e-15, cp 4.0e-15 m^3/s
Valence tail cn 6.0e-15, cp 2.0e-15 m^3/s
Mobilities 1.0e-04, 2.0e-05 m^2/(V s); field 1.0e+05 V/m
Dark n 9.526e+08, p 1.058e+08 m^-3; J 1.560e-09 A/m^2
Predicted exponent 0.66667
Closed form p/n 0.3848, smearing factor 1.5708
Closed form K 1.6618e-02 (SI, n in m^-3, G in m^-3 s^-1)
G 1e+22 m^-3 s^-1: n full 7.1277e+15, formula 7.1277e+15 m^-3
   p/n 0.3849, photocurrent 1.2299e-02 A/m^2
G 1e+24 m^-3 s^-1: n full 1.5356e+17, formula 1.5356e+17 m^-3
   p/n 0.3849, photocurrent 2.6497e-01 A/m^2
G 1e+26 m^-3 s^-1: n full 3.3085e+18, formula 3.3084e+18 m^-3
   p/n 0.3850, photocurrent 5.7090e+00 A/m^2
Photocurrent exponent, full solution 0.66667
At G = 1e24 m^-3 s^-1, conduction tail:
  R 389.98 s^-1, x 1.9499e-08
  Ec - E_dn 0.4589 eV, E_dp - Ev 0.4948 eV
  Ec - E_Fn 0.4830 eV
  states below E_dn 1.3964e+21 m^-3
  trapped electrons 8.6364e+20 m^-3
  electron lifetime n/G 1.5356e-07 s
  n from sharp-step counting 2.0751e+17 m^-3
  recombination share below E_dn 0.5000
  recombination share within 4 kT of E_dn 0.8288
  fraction removed by the band edge 8.890e-05
Local exponent at n = 1e17 m^-3:
  T0 450 K: full 0.6001, formula 0.6000
  T0 600 K: full 0.6667, formula 0.6667
  T0 900 K: full 0.7500, formula 0.7500
  T0 1500 K: full 0.8330, formula 0.8333
  T0 300 K (logarithmic case): full 0.5132
  T0 200 K: full 0.5000, formula would be 0.4000
Unequal tails, T0 900 K (conduction) and 450 K (valence):
  p/n 60.293 at G 1e22, 10.219 at G 1e26
  mean exponent of n 0.7901
  mean exponent of p 0.5974
```
